# Electronic Friction of a Slow Ion in the Weak-Scattering Limit, part 2

How does the electronic stopping of a slow ion depend on its charge, and when may that charge simply be squared? Atomic units are used, $\hbar=m_e=e=1$. An ion of bare charge $Z_1$ and constant velocity $\mathbf v$ moves through a uniform electron gas at zero temperature, with Fermi wave number $k_F$ and density $n=k_F^3/(3\pi^2)$, both spins included. Each electron moves independently in a self-consistent potential energy $V$, negative for attraction. For $v\ll k_F$ the stopping is $S=-dE/dx=Qv$.

The theorem of the first half states that, for a spherical, screened $V$ with phase shifts $\delta_l$ at $k_F$,
$$Q=\frac{4k_F^2}{3\pi}\sum_{l=0}^\infty (l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{1}$$
For small $Z_1$, $V=-Z_1w(r)+O(Z_1^2)$ and $\delta_l=Z_1d_l+O(Z_1^2)$, which gives the quadratic law
$$Q=Z_1^2\,q+O(|Z_1|^3),\qquad q=\frac{4k_F^2}{3\pi}\sum_{l=0}^\infty(l+1)(d_l-d_{l+1})^2, \tag{2}$$
$$d_l=2k_F\int_0^\infty w(r)\,j_l^2(k_Fr)\,r^2dr . \tag{3}$$
Its error bound requires $|w|$, $|V/Z_1|$ and $|V+Z_1w|/Z_1^2$ to lie below a function $b(r)$, independent of $Z_1$, with finite $\int_0^\infty r\,b\,dr$ and $\int_0^\infty r^2b\,dr$.

With $k=k_F$, the phase shifts obey
$$\tan\delta_l=-2k\int_0^\infty u_0\,V\,u\,dr. \tag{6}$$
Here $u_0=r\,j_l(kr)$, and $u$ follows by iterating $u=u_0+2\int_0^\infty G_lVu\,dr'$, with $G_l=k\,rr'\,j_l(kr_<)\,y_l(kr_>)$. The functions $j_l,y_l$ are spherical Bessel functions, and $r_<,r_>$ are the smaller and larger of $r,r'$.

For scattering angle $\theta$ and momentum transfer $p=2k_F\sin(\theta/2)$,
$$\frac{\sin pr}{pr}=\sum_l(2l+1)\,j_l^2(kr)\,P_l(\cos\theta). \tag{7}$$
Let $\tilde w(p)=4\pi\int_0^\infty w(r)\,\dfrac{\sin pr}{pr}\,r^2dr$. If a static dielectric function $\varepsilon(p)$ describes linear screening, then $\tilde w=4\pi/[p^2\varepsilon(p)]$ and
$$q=\frac{4}{3\pi}\int_0^{2k_F}\frac{dp}{p\,\varepsilon(p)^2}. \tag{9}$$

### Corollary 2: Thomas-Fermi screening

In the Thomas-Fermi model the local Fermi energy follows the potential. The density of states is $dn/dE=k_F/\pi^2$, so the linear density change is $\delta n=-Vk_F/\pi^2$. With the electrostatic potential $\phi=-V$, Poisson's equation reads
$$\nabla^2\phi=-4\pi Z_1\delta(\mathbf r)+4\pi\,\delta n,\qquad\text{or}\qquad \nabla^2\phi-\kappa^2\phi=-4\pi Z_1\delta(\mathbf r),\qquad \kappa^2=\frac{4k_F}{\pi}.$$
Hence $w=e^{-\kappa r}/r$, $\tilde w=4\pi/(p^2+\kappa^2)$ and $\varepsilon=1+\kappa^2/p^2$. Put $s=p^2$ and $X=4k_F^2/\kappa^2=\pi k_F$, where $k_F$ is in inverse bohr. Then
$$\int_0^{2k_F}\frac{p^3dp}{(p^2+\kappa^2)^2}=\frac12\int_0^{4k_F^2}\left[\frac1{s+\kappa^2}-\frac{\kappa^2}{(s+\kappa^2)^2}\right]ds
=\frac12\left[\ln(1+X)-\frac{X}{1+X}\right],$$
and therefore
$$q=\frac{2}{3\pi}\left[\ln(1+\pi k_F)-\frac{\pi k_F}{1+\pi k_F}\right]. \tag{10}$$

**When is the scattering weak?** The largest phase shift in the example below is that of the $s$-wave. From (3),
$$d_0=\frac1{k_F}\int_0^\infty e^{-\kappa r}\,\frac{1-\cos2k_Fr}{r}\,dr .$$
The derivative of this integral with respect to $\kappa$ is $-1/\kappa+\kappa/(\kappa^2+4k_F^2)$, and the integral vanishes as $\kappa\to\infty$. Thus
$$d_0=\frac{\ln(1+\pi k_F)}{2k_F}. \tag{11}$$
At high density this falls as $\ln(\pi k_F)/(2k_F)$, so a fixed charge eventually scatters weakly. At low density $d_0\to\pi/2$, and a unit charge is not a weak perturbation. In that limit (10) tends to $\pi k_F^2/3$, but if $\kappa$ is held fixed, a small charge alone does not make this expression valid. For $k_F\ll\kappa$ and $l=0$ one has $u_0\to r$ and $G_0\to-r_<$ within the range of the potential. The second iteration of (6) then changes the first-order shift by the relative amount
$$\frac{2Z_1\int_0^\infty\!\int_0^\infty r_<\,e^{-\kappa(r+r')}dr\,dr'}{\int_0^\infty r\,e^{-\kappa r}dr}=\frac{2Z_1/(2\kappa^3)}{1/\kappa^2}=\frac{Z_1}{\kappa}.$$
For the potential with fixed $\kappa$ the condition is therefore $|Z_1|\ll\kappa$, which becomes stricter as the density falls. This is a property of that potential, not of the gas, because the same correction violates the charge balance discussed next. If the screening adjusts to restore the balance and the range stays short compared with $1/k_F$, only the $s$-wave scatters and the sum rule below fixes $\delta_0=\pi Z_1/2$. Then $Q=(4k_F^2/3\pi)\sin^2(\pi Z_1/2)$, which agrees with $Z_1^2\,\pi k_F^2/3$ for $|Z_1|\ll1$.

**Charge balance.** In a large sphere of radius $R$ the allowed wave numbers satisfy $kR-l\pi/2+\delta_l=$ integer $\times\,\pi$. The potential therefore draws $\delta_l(k_F)/\pi$ extra states below the Fermi level for each $l$, $m$ and spin. Complete screening requires the Friedel sum rule
$$\frac2\pi\sum_l(2l+1)\delta_l(k_F)=Z_1 .$$
To first order, (3) and (7) at $\theta=0$ give
$$\frac2\pi\sum_l(2l+1)d_l=\frac{4k_F}{\pi}\int_0^\infty e^{-\kappa r}r\,dr=\frac{4k_F}{\pi\kappa^2}=1 .$$
The Thomas-Fermi potential thus satisfies the rule at the order at which the quadratic law holds. Nothing ensures this at higher orders.

### Proposition: the same coefficient from dielectric response

The result can be reached without scattering states. A charge $Z_1$ on the path $\mathbf vt$ induces a potential with components $(4\pi Z_1/p^2)[1/\varepsilon(p,\omega)-1]$ at $\omega=\mathbf p\cdot\mathbf v$. Its gradient at the ion gives the force. The real part of $1/\varepsilon$ is even in $\omega$ and cancels on integration over directions. The odd imaginary part leaves
$$S=\frac{2Z_1^2}{\pi}\int_0^\infty dp\,p\int_0^1d\mu\,\mu\,\mathrm{Im}\frac{-1}{\varepsilon(p,pv\mu)} . \tag{12}$$
For independent electrons responding to the mean field, which is the Lindhard dielectric function, the golden rule gives
$$\mathrm{Im}\,\varepsilon=\frac{4\pi^2}{p^2}\,2\!\int\!\frac{d^3k}{(2\pi)^3}\,(f_{\mathbf k}-f_{\mathbf k+\mathbf p})\,\delta\!\left(\omega-\mathbf k\cdot\mathbf p-\tfrac12p^2\right).$$
At small $\omega$ the difference of occupations is $\omega\,\delta(\tfrac12k^2-\tfrac12k_F^2)$. The radial integral then gives $k_F$, the azimuth $2\pi$, and the polar integral $1/(pk_F)$ if $p<2k_F$ and zero otherwise. Altogether
$$\mathrm{Im}\,\varepsilon=\frac{\omega}{\pi p^2}\cdot\frac{2\pi}{p}=\frac{2\omega}{p^3}\qquad(p<2k_F).$$
To lowest order in $\omega$, $\mathrm{Im}(-1/\varepsilon)=2\omega/[p^3\varepsilon(p)^2]$. With $\omega=pv\mu$ and $\int_0^1\mu^2d\mu=1/3$, equation (12) becomes
$$S=Z_1^2v\,\frac{4}{3\pi}\int_0^{2k_F}\frac{dp}{p\,\varepsilon(p)^2},$$
which is $Z_1^2qv$ with $q$ from (9). $\square$

The cutoff $2k_F$, which was the largest elastic momentum transfer, reappears as the largest momentum of an electron-hole pair of vanishing energy. One power of $Z_1$ is the charge that polarizes the gas, and the other is the charge on which the polarized gas pulls.

### Worked case: a 1 keV proton at the mean valence density of silicon

Take $n=200$ nm$^{-3}$, roughly the valence density of silicon, spread uniformly. Then $k_F=0.9574$ bohr$^{-1}$ and $\kappa=1.104$ bohr$^{-1}$. A proton of 1 keV has $v=0.4377$ nm/fs, which is 0.21 of the Fermi velocity. With $\pi k_F=3.008$, equation (10) gives
$$q=0.2122\,(1.3882-0.7505)=0.1353\ \text{a.u.}=31.8\ \text{eV fs/nm}^2,$$
$$S=31.8\times0.4377=13.9\ \text{eV/nm}\qquad(Z_1=1).$$

The partial-wave sum shows where this comes from. The first-order shifts for $l=0$ to $3$ are 0.7250, 0.1626, 0.0436 and 0.0125 rad. The first three terms of the sum are
$$0.5624^2+2(0.1190)^2+3(0.0311)^2=0.3163+0.0283+0.0029=0.3475 .$$
Multiplied by $4k_F^2/(3\pi)=0.3890$, this gives 0.1352. The $s$-$p$ difference supplies about nine tenths of the friction.

To see how far the law reaches, the radial equation was solved numerically for $V=-Z_1e^{-\kappa r}/r$, with $\kappa$ held fixed. The table gives the resulting $Q$ divided by $Z_1^2q$.

| $Z_1$ | ratio | $Z_1$ | ratio |
|---|---|---|---|
| 0.05 | 1.0433 | −0.05 | 0.9585 |
| 0.10 | 1.0881 | −0.10 | 0.9187 |
| 0.20 | 1.1823 | −1.00 | 0.4585 |
| 0.50 | 1.4782 | 1.00 | 1.7246 |

Half the difference between the ratios for opposite charges is 0.0424 at $|Z_1|=0.05$ and 0.0847 at 0.10. It doubles with the charge, as a cubic term in $Q$ requires. The even part of the deviation rises from 0.00086 to 0.0034, a factor of four. In this fixed-$\kappa$ potential the approach to the quadratic law is therefore slow: at $Z_1=0.1$ the first-order $s$-wave shift is only 0.07 rad, yet the friction differs from the quadratic value by 9%. The curvature of the sine explains little of this. For the $s$-$p$ difference of 0.056 rad it lowers $\sin^2x$ relative to $x^2$ by $x^2/3$, or 0.1%. The rest comes from second and higher orders in the phase shifts themselves.

At $Z_1=1$ two large effects compete. The numerical $s$- and $p$-shifts are 1.030 and 0.189 rad, so their difference has grown from 0.562 to 0.841 rad. Its square rises from 0.316 to 0.707, but $\sin^2(0.841)$ is only 0.555. The net result is 24.0 eV/nm, which is 1.72 times the quadratic value.

This potential is itself inconsistent at unit charge, since its numerical phase shifts give a Friedel sum of 1.25 instead of 1. It also holds a weakly bound $s$ state, which this sum counts. If the form $e^{-\kappa r}/r$ is kept and $\kappa$ is raised to 1.254 bohr$^{-1}$, the sum rule is restored and the stopping becomes 20.8 eV/nm. Relative to that value the quadratic law is 33% too low. The adjusted potential is still a one-parameter model, not a self-consistent calculation.

### The model beside real silicon

A proton that enters silicon with a higher energy passes through 1 keV in the last part of its path. Of the effects sized here within the uniform gas, the departure from weak scattering changes the electronic stopping most: with the two screened Coulomb potentials above, the stopping rises from 13.9 to 24.0 and 20.8 eV/nm. These two values do not bound the result for other forms of the potential. Several other neglected effects can be sized as follows.

- **Screening.** Static Lindhard screening in (9) gives $q=0.158$ a.u., 17% above the Thomas-Fermi value. Its potential has an oscillating tail of order $r^{-3}$, for which the error bound of the first half does not hold as stated. The derivation from (12) does not use that bound.
- **Speed.** Equation (12) with the full Lindhard function at the proton's velocity gives 1.3% more than its low-velocity limit.
- **Uneven density.** Silicon's valence electrons are concentrated in bonds and sparse in open channels. Halving the uniform density lowers $q$ by 19%, and doubling it raises $q$ by 22%.
- **Band gap.** A pair has energy $\omega\le pv$ and needs $\omega\ge\frac12p^2-pk_F$. Hence $p\le2(k_F+v)$, and the largest pair energy is $2v(k_F+v)=12.6$ eV, against a gap of roughly 1.1 eV. At fixed $p$ the loss is weighted as $\omega^2$ up to $pv$, which is 5.2 eV at $p=k_F$. Removing energies below the gap would then cost about $(1.1/5.2)^3$, or 1%. This rough estimate ignores the change of the wave functions and of the screening in a semiconductor, and it uses the smallest gap. The value 1.1 eV is the indirect minimum. Direct transitions begin near 3.4 eV, and the mean gap that sets the dielectric constant is about 5 eV, close to $pv$ itself. Removing energies below 3.4 eV from (12) would cost about a fifth of the stopping, and a cut at 5 eV would cost more than two fifths. The 1% is therefore a lower estimate, and the true size of the gap effect is not settled here. With any gap the stopping is not strictly linear in $v$ as $v\to0$, so the theorem does not apply to silicon in that limit.
- **Temperature.** At 300 K the thermal energy is 0.002 of the Fermi energy, so the smearing of the Fermi surface is negligible.

Collisions with nuclei are a separate loss. A classical calculation with the ZBL universal potential and 50 atoms per nm$^3$ gives 2.4 eV/nm, to be added to the electronic part. Core electrons, the crystal potential, and exchange and correlation are left out and have not been sized.

For implantation practice the consequence is limited but definite. Multiplying a proton's electronic stopping by $Z_1^2$ to obtain that of boron or phosphorus at the same low velocity has no support from the theorem. At this density the proton itself already lies outside the weak limit. The quadratic law applies to a bare charge small enough for the deviation to be tolerable. In the fixed-$\kappa$ model the deviation is about $0.85\,Z_1$ relative to the quadratic value for small $Z_1$. This number is not a property of the gas, because the model leaves out the screening quadratic in $Z_1$, which enters the cubic term of $Q$ at the same order. In Thomas-Fermi theory the density rises faster than linearly with the attraction, so this omitted part screens a positive charge more strongly and, at the density used here, reduces the deviation for small $Z_1$. Further digits of the quantities used here are in the numerical output.

## Computed values

```
electron density (input, rough Si valence): 200 nm^-3
proton energy (input): 1.0 keV
density parameter r_s: 2.005 bohr
Fermi wave number kF: 0.9574 bohr^-1
Fermi energy: 12.47 eV
Thomas-Fermi kappa: 1.1041 bohr^-1
proton velocity: 0.2001 a.u. = 0.4377 nm/fs
velocity / Fermi velocity: 0.209
pi*kF: 3.0077; logarithm ln(1+pi kF): 1.3882
pi kF/(1+pi kF): 0.7505
quadratic coefficient q, closed form: 0.13533 a.u. = 31.81 eV fs/nm^2
q from first-order partial-wave sum: 0.13533 a.u.
quadratic stopping, Z=1: 13.92 eV/nm
first-order Friedel sum per unit charge: 1.00000
l=0: first-order shift 0.7250 rad, numerical shift at Z=1 1.0303 rad
l=1: first-order shift 0.1626 rad, numerical shift at Z=1 0.1894 rad
l=2: first-order shift 0.0436 rad, numerical shift at Z=1 0.0459 rad
l=3: first-order shift 0.0125 rad, numerical shift at Z=1 0.0127 rad
Z=+0.05: phase-shift Q / quadratic Q = 1.0433
Z=-0.05: phase-shift Q / quadratic Q = 0.9585
Z=+0.10: phase-shift Q / quadratic Q = 1.0881
Z=-0.10: phase-shift Q / quadratic Q = 0.9187
Z=+0.20: phase-shift Q / quadratic Q = 1.1823
Z=+0.50: phase-shift Q / quadratic Q = 1.4782
Z=+1.00: phase-shift Q / quadratic Q = 1.7246
Z=-1.00: phase-shift Q / quadratic Q = 0.4585
odd relative correction at |Z|=0.05, 0.10: 0.04240, 0.08474
even relative correction at |Z|=0.05, 0.10: 0.000855, 0.003403
Z=1 stopping, numerical shifts, same potential: 24.01 eV/nm
Friedel sum at Z=1, numerical shifts, same potential: 1.2542
kappa adjusted to Friedel sum, Z=1: 1.2536 bohr^-1
Z=1 stopping with adjusted kappa: 20.79 eV/nm
adjusted-kappa Q / quadratic Q: 1.493
quadratic coefficient with static Lindhard screening: 0.15805 a.u.
Lindhard q / Thomas-Fermi q: 1.168
finite-velocity factor on Lindhard friction: 1.0130
q at half density / q: 0.808
q at double density / q: 1.216
largest pair energy 2 v (kF+v): 12.60 eV
silicon band gap (input, rough): 1.1 eV
kT/Fermi energy at 300 K: 0.00207
atom density (input, rough Si): 50 nm^-3
nuclear stopping, separate channel: 2.36 eV/nm
```
